Poole-Frenkel Barrier Lowering Is Twice Schottky Lowering

An electron held near a positive charge in an insulator, and pulled away by a uniform electric field, is governed by two quantities. One is the strength of the Coulomb attraction, e²/ε, where e > 0 is the elementary charge and ε the permittivity of the insulator. Its unit is J m, because dividing it by a distance gives an energy. The other is the force of the field, eF, where F is the field strength. Its unit is J/m. If no other length or energy matters, a lowering Δ of the escape barrier must be built from these two. Writing Δ = C (e²/ε)ᵖ (eF)^q with a pure number C, the powers of the joule require p + q = 1 and the powers of the metre require p − q = 0. Hence p = q = 1/2, and

Δ = C √(e³F/ε).

The same argument covers an electron leaving a plane metal electrode, since the attraction to its own image in the metal also has strength e²/ε times a number. The lowering at a trap, called Poole-Frenkel lowering, and the lowering at an electrode, called Schottky lowering, therefore share their dependence on field and permittivity. Their ratio at equal F and ε is a pure number, and finding it requires the actual forces.

The trap considered here is neutral when it holds its electron and has charge +e when it is empty. An electron that has moved away from it leaves a positive charge behind and is attracted by it. The insulator is treated as a linear continuum, and the trap as isolated. Let r be the distance of the electron from the trap. The attractive force has magnitude e²/(4πεr²). The potential energy, taken as zero at infinite separation, is minus the work needed to pull the electron from r to infinity:

U_C(r) = −∫ᵣ^∞ e²/(4πεs²) ds = −e²/(4πεr).

Choose the x axis so that the field pushes the electron towards positive x. Since the electron has charge −e, the electric field vector itself points towards negative x, and F denotes its magnitude. The force on the electron is +eF, so its potential energy is −eFx, with the zero placed at the trap centre x = 0. The total is

U = −e²/(4πεr) − eFx.

This U is the energy of the conduction band edge as a function of position. Without the field it rises to zero far from the trap, and an electron bound at energy −φ needs the energy φ to escape.

The lowering is counted on the assumption that the bound level stays at −φ when the field is applied. To first order in F, the shift of a non-degenerate level is the average of −eFx over the bound electron's distribution. If that distribution is symmetric under reflection through the trap centre, the contributions from x and −x cancel and the average vanishes. The shift of second order in F is neglected.

On the positive x axis r = x. It helps to treat a slightly more general energy once, because the electrode will lead to the same form:

U(x) = −A/x − eFx, with A > 0.

The first term rises steeply at small x and flattens at large x, while the second falls at a constant rate. The energy therefore rises at first and falls later, with a maximum in between. Its position follows from the derivative,

dU/dx = A/x² − eF = 0,

which gives

x_m = √(A/(eF)).

The second derivative is −2A/x³, which is negative for x > 0, so this is a maximum. At this point the two contributions are

A/x_m = A √(eF/A) = √(AeF),

eFx_m = eF √(A/(eF)) = √(AeF).

They are equal, and the barrier top lies at

U(x_m) = −2√(AeF) = −2eFx_m.

The zero-field top was at zero, so the lowering is Δ = 2√(AeF). Half of it is Coulomb energy that the electron no longer has to overcome, and half is energy supplied by the field on the way to the top.

For the trap, A = e²/(4πε). The top lies at

r_PF = √(e²/(4πε · eF)) = √(e/(4πεF)),

and the lowering is

Δ_PF = 2√(e²/(4πε) · eF) = √(4e³F/(4πε)) = √(e³F/(πε)).

The factor 2 enters the square root as 4 and cancels the 4 in the denominator.

This calculation followed the electron along one line, whereas a real electron may leave in any direction. It must be shown that no other route has a lower top. Surround the trap by a sphere of radius r_PF. Every escape route crosses this sphere somewhere, at an angle θ from the positive x axis, where x = r_PF cos θ. The energy at the crossing is

U = −e²/(4πεr_PF) − eFr_PF cos θ.

The first term equals −eFr_PF, by the equality of the two contributions just found. Therefore

U = −eFr_PF (1 + cos θ) ≥ −2eFr_PF = −Δ_PF,

because cos θ is at most 1. Every route must reach at least the energy −Δ_PF, and the route along the positive x axis goes no higher. The value found on the axis is thus the lowest possible barrier top in three dimensions.

The shape of the energy around this point shows the same thing locally. Along the field the curvature is −2A/r_PF³, from the second derivative above. For a small displacement ρ at right angles to the field, the distance from the trap is

r = √(r_PF² + ρ²) ≈ r_PF + ρ²/(2r_PF),

so the Coulomb energy becomes

−A/r ≈ −A/r_PF + Aρ²/(2r_PF³).

The field energy does not change, because x has not changed. The curvature across the field is therefore +A/r_PF³. The point is a maximum along the field and a minimum across it: a mountain pass rather than a summit.

The sphere argument also shows how little of the trap's interior matters. It uses the Coulomb law on the sphere, and the axial route uses it from there outwards. Closer in, the potential may have any form, provided that it offers a way from the bound state to the pass without rising above −Δ_PF. The trap's core must therefore be smaller than r_PF, but its detailed shape does not enter the lowering.

Other directions show how strongly the field selects the exit. Along a straight ray at angle θ < 90° the field energy is −eFr cos θ, so F is replaced by F cos θ in the result for the axis. The lowering along that ray is Δ_PF √(cos θ). Against the force of the field, at θ = 180°, the energy −A/r + eFr rises at all distances and has no maximum. A field lowers the barrier on the downstream side of the trap and raises the energy upstream.

Now consider the electrode. Let the metal fill x < 0 and the insulator x > 0, and let the field again push the electron towards positive x. The metal is taken as a perfect conductor, so its surface is at one potential. An electron at distance x repels the mobile electrons of the metal and leaves a positive charge on the nearby surface, which attracts it.

The force of this surface charge can be found without knowing its distribution. Replace the metal by a charge +e at the mirror position −x. Any point of the plane is equally far from the electron and from the mirror charge, so their potentials cancel there. In the insulator, the electron together with its image thus has the right source and the right constant potential at the boundary. The potential of the pair also vanishes far away, as it must when no field is applied. Together these conditions determine the electrostatic potential, so the image gives the correct field in the insulator. The applied uniform field is perpendicular to the plane, also leaves the surface at one potential, and can simply be added.

The electron and its image are separated by 2x. The attraction is

e²/(4πε(2x)²) = e²/(16πεx²).

At the same x, this is one quarter of the force from a fixed charge +e at the origin. The factor was tested independently by solving for the charge induced on a large grounded disc and summing its pull on the electron. The force came out as 0.2500 of the fixed-charge value.

The energy again follows from the work needed to take the electron to infinity:

U_image(x) = −∫ₓ^∞ e²/(16πεs²) ds = −e²/(16πεx).

This is half of −e²/(8πεx), the energy of two independent charges +e and −e held 2x apart. The reason is that the image is not held in place. When the electron moves by ds, the image moves by the same amount the other way and their separation u = 2s grows by du = 2ds. The work done on the electron is the force times ds = du/2, which is half the work of pulling one charge away from a fixed partner through the same change of separation. Compared with a fixed charge at the origin, one factor of 1/2 in the energy thus comes from the doubled separation and another from the moving image.

The total energy near the electrode is

U(x) = −e²/(16πεx) − eFx.

Here the zero is the band edge without image attraction, extrapolated to the metal surface. The Fermi level of the metal lies at a fixed energy −φ_B on this scale, so φ_B is the barrier at zero field. The energy has the general form already solved, with A = e²/(16πε). Therefore

x_S = √(e²/(16πε · eF)) = √(e/(16πεF)) = r_PF/2,

Δ_S = 2√(e²/(16πε) · eF) = √(4e³F/(16πε)) = √(e³F/(4πε)).

Because this energy depends on x alone, every place on the ideal electrode has the same barrier. There is no sideways route to consider.

Dividing the two lowerings at the same F and ε gives

Δ_PF/Δ_S = √(e³F/(πε)) / √(e³F/(4πε)) = √4 = 2.

In the notation of the opening argument, C = 1/√π for the trap and C = 1/(2√π) for the electrode. The attraction differs by a factor of four, but the lowering varies as the square root of its strength. The weaker attraction of the electrode lets the field take over at half the distance. At that point the field has supplied half the energy it supplies at the trap's barrier top. The Coulomb contribution is also halved: its strength is divided by four and its distance by two. Both parts of the lowering, and hence their sum, are halved.

The condition of equal permittivity is essential. If the trap problem has permittivity ε_t and the electrode problem ε_m, the same division gives

Δ_PF/Δ_S = 2√(ε_m/ε_t).

With relative permittivities of 16 for the trap and 4 for the electrode the ratio is 1, and the difference between the two lowerings has disappeared. This matters for high-k insulators, where slow motion of the ions can add much to the permittivity. If the electron passes the barrier before the ions respond, the permittivity of the electrons alone is the more suitable choice. The derivation does not decide which value applies. It says that the factor of two holds when the same value is used for both processes.

A definite case shows the sizes. Take round model parameters: relative permittivity 4, field F = 10⁸ V/m, temperature 300 K, and a zero-field barrier of 1 eV for both the trap and the electrode. The Coulomb strength of the trap is

A = e²/(4πε) = 0.3600 eV nm,

and the force of the field is eF = 0.1 eV/nm. The barrier top of the trap lies at

r_PF = √(0.3600/0.1) nm = 1.897 nm.

The Coulomb part of the lowering is 0.3600/1.897 eV = 0.190 eV, and the field part is 0.1 × 1.897 eV = 0.190 eV. Together, before rounding, they give

Δ_PF = 0.379 eV = 6.08 × 10⁻²⁰ J.

For the electrode the Coulomb strength is a quarter as large, and

x_S = √(0.3600/(4 × 0.1)) nm = 0.949 nm,

Δ_S = 2 × 0.1 × 0.949 eV = 0.190 eV = 3.04 × 10⁻²⁰ J.

The remaining barriers are 0.621 eV at the trap and 0.810 eV at the electrode. Finding each maximum numerically from the integrated force gives a ratio of lowerings of 2.000000. The digits show the agreement of two calculations within the model, not the accuracy of the model for a real film. At distances of one or two nanometres there are few atomic layers between the electron and the charge attracting it, and a continuum permittivity is an approximation.

The height of the pass was also found without using its formula. In a plane containing the field axis, a numerical search found the lowest energy at which the region around the trap joins the region far downstream. That energy lies 0.3795 eV below the zero-field edge, in agreement with Δ_PF. The curvatures at the pass are −0.105 eV/nm² along the field and +0.053 eV/nm² across it, with the opposite signs and the ratio of two in size derived above.

In the Boltzmann factor for thermal escape, the difference is much larger than a factor of two. Suppose that the rate of escape over a barrier is a prefactor times exp(−barrier/(k_BT)), where k_B is the Boltzmann constant and T the temperature, and that the field leaves the prefactor unchanged. The field then multiplies the rate by

exp(−(φ − Δ)/(k_BT)) / exp(−φ/(k_BT)) = exp(Δ/(k_BT)).

With Δ_PF = 2Δ_S, the factor for the trap is the square of the factor for the electrode:

exp(Δ_PF/(k_BT)) = [exp(Δ_S/(k_BT))]².

At 300 K the thermal energy is k_BT = 0.02585 eV. The enhancement of the Boltzmann factor is about 2.4 × 10⁶ for the trap and 1.5 × 10³ for the electrode. These numbers compare each process with itself at zero field. They do not say which process carries more current, since that also depends on the prefactors, the number of filled traps and the zero-field barriers.

For a real trap, a fixed prefactor is a strong assumption. Without a field the electron can leave in every direction. With a strong field it leaves mainly through the pass, which becomes narrower as F grows because the curvature across it, A/r_PF³, increases. This lowers the prefactor. A simple estimate averages the factor exp(Δ_PF √(cos θ)/(k_BT)) over the downstream directions and counts the upstream half as unchanged. With b = Δ_PF/(k_BT) this gives [(b − 1)e^b + 1]/b² + 1/2, which for b = 14.7 is about 16 times smaller than the Boltzmann factor. If the electron instead diffuses over the pass, the reduction is about 70. In this example the total enhancement is thus one to two orders of magnitude below that of the Boltzmann factor. The numbers also leave out tunnelling, which at this field can exceed emission over the top even at 300 K, particularly for an electron with a small effective mass.

With fixed prefactors and no tunnelling, the logarithm of the enhancement is proportional to √F in both cases, and its slope against √F is twice as large for the trap. If the trap's prefactor falls with the field, as described above, its slope is smaller than this: with the two estimates given there, the ratio of slopes is 1.8 to 1.9 at 10⁸ V/m and only 1.4 to 1.6 at 10⁷ V/m. A measured current may depend on the field in further ways, for example through the occupation of the traps, and its slope then need not equal that of the escape rate.

The square-root law has a limit at low field. As F decreases, r_PF grows as 1/√F, and the barrier top moves out to where other charges, other traps or an electrode can no longer be ignored. If L is the distance to the nearest of these, the isolated-trap result requires r_PF to be much smaller than L. Squaring this condition gives

e/(4πεF) ≪ L², or F ≫ e/(4πεL²).

Below such fields the problem contains the extra length L, and the dimensional argument of the opening no longer fixes the answer. A square-root law for the logarithm of the escape rate also needs Δ_PF to be well above k_BT. Otherwise the electron leaves in many directions and not mainly through the pass.

At high field the limit comes from the depth of the trap. The barrier vanishes formally at the field F₀ for which Δ_PF = φ. Squaring this equality gives

e³F₀/(πε) = φ², so F₀ = πεφ²/e³,

where φ is in joules. For the 1 eV trap this is 6.9 × 10⁸ V/m. Dividing the lowering at F by its value at F₀ gives Δ_PF/φ = √(F/F₀), so the field of 10⁸ V/m, about a seventh of F₀, already removes 38% of the barrier. Close to F₀ the assumption of a well-defined level at fixed energy fails, and thermal escape over a barrier is no longer a sound description.

Even well below F₀ the electron may tunnel through the barrier instead of passing over it. The width to be crossed at the energy of the trap level follows from setting U = −φ on the axis:

A/x + eFx = φ, or eFx² − φx + A = 0.

The two solutions are

x = [φ ± √(φ² − 4AeF)]/(2eF).

Their difference is the width w. Since Δ_PF² = 4AeF,

w = √(φ² − Δ_PF²)/(eF).

Without the Coulomb attraction, A = 0 and the width would be φ/(eF). The charge of the empty trap therefore thins the barrier as well as lowering it. This expression uses the Coulomb law down to the inner of the two solutions, so it asks more of the trap's core than the lowering does. The formula for Δ_PF describes the height of the pass and contains no tunnelling rate.

The charge of the empty trap decides whether the effect exists in this form. If the empty trap has charge Ze, with Z a positive integer, then A is multiplied by Z and the lowering by √Z. For Z = 4 the trap would have four times the Schottky lowering, so the factor of two belongs to a singly charged empty trap.

If the trap is neutral when empty, there is no Coulomb tail. Model it as a deep well of radius a, outside which the energy is −eFx. Every escape route crosses the surface r = a, where the energy just outside is −eFa cos θ, at least −eFa. The route along the positive x axis reaches this lowest value and then runs downhill. The lowering is

Δ_neutral = eFa.

It is proportional to F instead of √F, and the new length a is what permits the different power. Relative to the Coulombic trap it is

Δ_neutral/Δ_PF = eFa/(2eFr_PF) = a/(2r_PF),

which is small when the well is much narrower than r_PF. The linear law belongs to a well with no tail at all. A real neutral centre is polarised by the departing electron, which adds an attraction −B/r⁴. If its maximum lies outside the well, it is at r = (4B/(eF))^(1/5), and the lowering is (5/4)eFr, proportional to F^(4/5). For B = αA/2, with A the Coulomb strength of the trap above and a polarisability volume α = 0.005 nm³, the top lies at 0.51 nm at 10⁸ V/m. The lowering is then 0.064 eV, about twice eFa for a = 0.3 nm but still only a sixth of Δ_PF. The large lowering of the Coulombic trap thus comes from the long reach of its attraction, which places the barrier top far enough out for the field to do substantial work on the electron. The input values of the worked example are listed with their units in the numerical output below.

Values computed for the example and the checks

```
INPUTS
relative permittivity: 4.0
field: 1.000e+08 V/m
temperature: 300.0 K
zero-field barrier, trap and electrode: 1.000 eV
TRAP
e^2/(4 pi eps): 0.3600 eV nm
barrier-top distance: 1.897 nm
Coulomb part of lowering: 0.1897 eV
field part of lowering: 0.1897 eV
Poole-Frenkel lowering: 0.3795 eV
Poole-Frenkel lowering: 6.080e-20 J
lowering from path search: 0.3795 eV
remaining trap barrier: 0.6205 eV
curvature along field: -0.1054 eV/nm^2
curvature across field: 0.0527 eV/nm^2
ELECTRODE
induced-charge force / fixed-charge force: 0.2500
barrier-top distance: 0.949 nm
Schottky lowering: 0.1897 eV
Schottky lowering: 3.040e-20 J
remaining electrode barrier: 0.8103 eV
COMPARISON
ratio of lowerings: 2.000000
ratio of distances: 2.0000
trap permittivity in unequal case: 16.0
ratio of lowerings in unequal case: 1.0000
thermal energy: 0.02585 eV
Boltzmann enhancement, trap: 2.370e+06
Boltzmann enhancement, electrode: 1.540e+03
field where trap barrier vanishes: 6.945e+08 V/m
```
